# The total-pressure slope of a liquid with monomers and dimers in its vapour

## Two enthalpies from one liquid

A model liquid source at 300 K has a vapour pressure of 45 Torr. The slope of its logarithmic pressure against inverse temperature corresponds to 0.371 eV. A calorimeter that measures the heat needed to evaporate one formula unit of the same liquid would find 0.209 eV. Both values are correct, although they differ by a factor of 1.78.

The vapour contains monomers at 10 Torr and dimers at 35 Torr. A gauge that measures force per area, such as a capacitance manometer, in effect counts the particles of a nearly ideal gas, whichever kind they are. The calorimetric value refers to formula units, of which a dimer contains two. Ionisation and thermal-conductivity gauges respond differently to different species, so their readings would first need correction for the composition. These notes derive what the pressure slope measures and connect it with the latent heat and with the amount of precursor delivered.

## Conventions and assumptions

A formula unit is the content of one monomer. Vapour species $i$ contains $n_i$ formula units, so $n_1=1$ and $n_2=2$. Its partial pressure is $p_i$, and

$$P=p_1+p_2,\qquad x_i=\frac{p_i}{P},\qquad x_1+x_2=1 .$$

$P$ is the pressure of the precursor alone, without carrier gas. Let $h_i$ be the enthalpy per vapour particle and $h_L$ the enthalpy of the liquid per formula unit. The enthalpy for forming one vapour particle **from the liquid** is

$$\Delta H_i=h_i-n_ih_L .$$

It is not an enthalpy of formation from the elements. Multiplication by Avogadro's number turns it into the enthalpy for forming one mole of species $i$. The liquid itself may be associated in any way: $h_L$ is simply its total enthalpy divided by the number of formula units.

The assumptions are that the liquid is pure, that both vapour species are in equilibrium with it, that the vapour is an ideal mixture, and that the volume of the liquid is negligible beside that of the vapour. The last two are relaxed later. The equations hold in atomic units, with $k_B$ kept so that $T$ remains a temperature.

The statement to be shown is

$$-k_B\frac{d\ln P}{d(1/T)}=x_1\Delta H_1+x_2\Delta H_2\equiv\overline{\Delta H}. \tag{1}$$

The derivative is taken along the saturation line, where liquid and vapour coexist.

## Equilibrium of each species with the liquid

Let the system contain $N_L$ formula units of liquid, $N_1$ monomers and $N_2$ dimers. Conservation of formula units requires

$$dN_L=-dN_1-2\,dN_2 .$$

At fixed temperature and pressure the Gibbs energy is stationary in equilibrium:

$$0=dG=\mu_L\,dN_L+\mu_1\,dN_1+\mu_2\,dN_2
=(\mu_1-\mu_L)\,dN_1+(\mu_2-2\mu_L)\,dN_2 .$$

The changes $dN_1$ and $dN_2$ are independent, so both brackets vanish:

$$\mu_i=n_i\mu_L . \tag{2}$$

It follows that $\mu_2=2\mu_1$, which is the condition for equilibrium between monomers and dimers within the vapour.

## The slope of each partial pressure

For any phase, $\mu=h-Ts$ and $(\partial\mu/\partial T)_P=-s$. Therefore

$$\left(\frac{\partial(\mu/T)}{\partial T}\right)_P=-\frac{s}{T}-\frac{\mu}{T^2}=-\frac{Ts+\mu}{T^2}=-\frac{h}{T^2}.$$

An ideal-gas species has $\mu_i=\mu_i^\circ(T)+k_BT\ln(p_i/p^\circ)$, where $p^\circ$ is a fixed reference pressure, and its enthalpy depends on temperature alone. Hence

$$d\!\left(\frac{\mu_i}{T}\right)=-\frac{h_i}{T^2}\,dT+k_B\,d\ln p_i .$$

For the liquid, $(\partial\mu_L/\partial P)_T=v_L$, its volume per formula unit, so that

$$d\!\left(\frac{\mu_L}{T}\right)=-\frac{h_L}{T^2}\,dT+\frac{v_L}{T}\,dP .$$

The $v_L$ term is dropped for now. Equation (2) holds at every point of the saturation line, so the two sides of $\mu_i/T=n_i\mu_L/T$ have equal differentials:

$$-\frac{h_i}{T^2}\,dT+k_B\,d\ln p_i=-\frac{n_ih_L}{T^2}\,dT .$$

Moving the first term to the right gives

$$k_BT^2\frac{d\ln p_i}{dT}=h_i-n_ih_L=\Delta H_i . \tag{3}$$

Each species thus follows its own van 't Hoff law. Constant enthalpies have not been assumed.

## Where the mole fractions come from

Since $dp_i=p_i\,d\ln p_i$,

$$\frac{d\ln P}{dT}=\frac1P\left(\frac{dp_1}{dT}+\frac{dp_2}{dT}\right)
=x_1\frac{d\ln p_1}{dT}+x_2\frac{d\ln p_2}{dT}.$$

Multiplying by $k_BT^2$ and using (3) gives

$$k_BT^2\frac{d\ln P}{dT}=x_1\Delta H_1+x_2\Delta H_2 .$$

Because $d(1/T)=-dT/T^2$, the left side equals $-k_B\,d\ln P/d(1/T)$, which is (1).

The composition changes along the line, yet no separate term for this change appears. The sum of the $dp_i$ already contains it. The weights are particle fractions because each particle of an ideal gas contributes equally to the pressure. Nothing in the derivation required $n_i\le2$, so trimers would enter as a further term with $n_3=3$.

For the example, $\Delta H_1=0.48$ eV and $\Delta H_2=0.34$ eV, so at 300 K

$$\overline{\Delta H}=\frac{10}{45}(0.48)+\frac{35}{45}(0.34)=0.371\ \text{eV},$$

or 35.8 kJ per mole of vapour particles.

## The bond between the monomers

Let $D=2h_1-h_2$ be the enthalpy for dissociating one dimer in the vapour. Then

$$\Delta H_2=h_2-2h_L=(2h_1-D)-2h_L=2\Delta H_1-D . \tag{4}$$

Forming a dimer from the liquid costs as much as forming two monomers, less what is regained when they bind. With $D=0.62$ eV this gives $2(0.48)-0.62=0.34$ eV, the value used above.

The change in composition follows from $\ln x_2=\ln p_2-\ln P$:

$$\frac{dx_2}{dT}=x_2\,\frac{\Delta H_2-\overline{\Delta H}}{k_BT^2}.$$

Here

$$\Delta H_2-\overline{\Delta H}=(1-x_2)\Delta H_2-x_1\Delta H_1=x_1(\Delta H_2-\Delta H_1),$$

and (4) gives $\Delta H_2-\Delta H_1=\Delta H_1-D$. Therefore

$$\frac{dx_2}{dT}=\frac{x_1x_2(\Delta H_1-D)}{k_BT^2}. \tag{5}$$

Heating breaks dimers at fixed pressure, but along the saturation line it also raises the pressure, which favours them. The dimer fraction rises if $D<\Delta H_1$ and falls if $D>\Delta H_1$. The example belongs to the second case: $x_2$ falls from 0.808 at 290 K to 0.746 at 310 K.

Three limits show what the slope then means.

- **Few dimers.** Substituting (4) into (1) gives $\overline{\Delta H}=\Delta H_1+x_2(\Delta H_1-D)$. As $x_2\to0$, the slope gives the monomer enthalpy.
- **Few monomers.** As $x_1\to0$, the slope gives $\Delta H_2$, the enthalpy per dimer.
- **Equal enthalpies.** If $D=\Delta H_1$, then $\Delta H_1=\Delta H_2$. The slope no longer depends on composition and cannot reveal that dimers are present.

## The latent heat per formula unit

One average vapour particle contains

$$\bar n=x_1+2x_2$$

formula units. Evaporation at fixed temperature and saturation pressure produces vapour of fixed composition, so the heat per formula unit is

$$L=\frac{x_1h_1+x_2h_2}{\bar n}-h_L
=\frac{x_1(h_1-h_L)+x_2(h_2-2h_L)}{\bar n}
=\frac{\overline{\Delta H}}{\bar n}. \tag{6}$$

In the example $\bar n=0.2222+2(0.7778)=1.778$, and

$$L=\frac{0.3711}{1.778}=0.209\ \text{eV},$$

or 20.1 kJ per mole of formula units. This resolves the opening discrepancy. For a vapour of monomers alone the two enthalpies agree; for dimers alone the slope is twice the latent heat per formula unit.

## What the process receives

A volume $V$ of vapour contains $SV/(k_BT)$ formula units, where

$$S=p_1+2p_2 .$$

$S$ therefore measures the supply to a process that uses all the precursor carried to it. The rate at which particles strike a surface has other weights, because dimers are heavier and move more slowly. By (3), the slope of $S$ is

$$k_BT^2\frac{d\ln S}{dT}=\frac{p_1\Delta H_1+2p_2\Delta H_2}{p_1+2p_2}. \tag{7}$$

Here the dimers carry double weight. At 300 K the result is

$$\frac{10(0.48)+70(0.34)}{80}=0.358\ \text{eV},$$

slightly below the pressure slope because the species with the smaller enthalpy has gained weight. Between 290 and 310 K the total pressure rises by a factor $71.70/27.51=2.61$, while $S$ rises by $125.2/49.75=2.52$.

The absolute count matters more. Reading 45 Torr as 45 Torr of monomers would understate the formula-unit content, which corresponds to 80 Torr of monomers at the same temperature and volume.

If $S$ is used to estimate the dose picked up by a carrier gas, the carrier must leave saturated. At fixed carrier flow and fixed carrier partial pressure, the formula units carried per unit time are then proportional to $S$. If the carrier partial pressure changes with source temperature, that change must be included.

Downstream, the composition may change again. Subtracting (3) for the dimer from twice (3) for the monomer shows that $p_1^2/p_2$ has slope $D$. Its value depends on temperature alone, because $\mu_2=2\mu_1$ fixes it in an ideal gas. At 300 K it is $10^2/35=2.9$ Torr. If vapour expands at this temperature to a precursor pressure far below 2.9 Torr and has time to equilibrate, most particles become monomers. The number of particles changes, while the number of formula units is conserved. A gauge there does not measure the saturation slope in (1).

## Reading a slope from two temperatures

The example takes the $\Delta H_i$ as constant, so (3) integrates to

$$p_i(T)=p_i(T_0)\exp\!\left[-\frac{\Delta H_i}{k_B}\left(\frac1T-\frac1{T_0}\right)\right],\qquad T_0=300\ \text{K}.$$

The resulting total pressures are 27.51 Torr at 290 K and 71.70 Torr at 310 K. With $k_B=8.617\times10^{-5}$ eV/K, the two-point slope is

$$-\frac{k_B\ln(71.70/27.51)}{1/310-1/290}=0.371\ \text{eV}.$$

By (1), this number is the average of $\overline{\Delta H}$ over the interval in $1/T$. The local values run from 0.367 eV at 290 K to 0.376 eV at 310 K, and the average lies close to the value at the centre.

The variation of the local slope follows by differentiating $\overline{\Delta H}$ and using $dx_1=-dx_2$ with (5):

$$\frac{d\overline{\Delta H}}{dT}
=\sum_i x_i\frac{d\Delta H_i}{dT}
+\frac{x_1x_2(\Delta H_2-\Delta H_1)^2}{k_BT^2}. \tag{8}$$

The second term is never negative. A mixture of two straight van 't Hoff lines therefore gives a convex curve of $\ln P$ against $1/T$: the species with the larger enthalpy gains weight on heating. In the example this term is 0.44 meV/K.

The first term contains heat capacities. Rough values for the differences between vapour particle and liquid are $-6k_B$ for the monomer and $-11k_B$ for the dimer. They contribute $-0.85$ meV/K and reverse the sign of the curvature. At 310 K the local enthalpy becomes 0.367 eV instead of 0.376 eV. The two-point slope remains 0.371 eV, because the enthalpies were held fixed at 300 K, near the centre of the interval, and the changes on either side nearly cancel. The net change of the slope, $0.44-0.85\approx-0.42$ meV/K, has the same sign and nearly the same size as the $-6k_B=-0.52$ meV/K that a vapour of monomers alone would show. A nearly straight plot, or one with this slight bend, is thus no evidence that the vapour has one species.

## Liquid volume and gas imperfection

Clapeyron's equation gives the slope without the last two assumptions. Let $\mu_v$, $s_v$ and $v_v$ be the chemical potential, entropy and volume of the equilibrated vapour, all per formula unit. Along the saturation line $d\mu_v=d\mu_L$, or

$$-s_v\,dT+v_v\,dP=-s_L\,dT+v_L\,dP .$$

No term for a shift between monomers and dimers appears on the left, because the vapour's Gibbs energy is stationary against that shift. Since $\mu_v=\mu_L$, also $T(s_v-s_L)=L$, and

$$\frac{dP}{dT}=\frac{L}{T(v_v-v_L)} .$$

Write the vapour volume per particle as $Zk_BT/P$, so that $v_v=Zk_BT/(\bar nP)$. Multiplying by $k_BT^2/P$ and then multiplying numerator and denominator by $\bar n$ gives

$$k_BT^2\frac{d\ln P}{dT}
=\frac{k_BT\,L}{P(v_v-v_L)}
=\frac{\overline{\Delta H}}{Z-\bar n v_LP/(k_BT)}. \tag{9}$$

Here $\overline{\Delta H}=\bar nL$ uses the enthalpies of the real vapour and liquid at the actual pressure. Setting $Z=1$ and $v_L=0$ restores (1).

For the example, a rough liquid volume of 63 Å$^3$ per formula unit makes the second term in the denominator 0.016 %. A rough coefficient of $-1000$ Å$^3$ for the interactions left after dimerisation gives $Z-1=-0.14$ %. Together they make the slope about 0.16 % larger than $\overline{\Delta H}$. Dimerisation itself is not part of $Z$ here, since the dimers are already counted as particles.

## Comparison with a real source

The example's parameters lie roughly in the regime of formic acid near room temperature, whose vapour contains dimers held by two hydrogen bonds. It can serve as a liquid co-reactant in deposition and etching. The numbers remain those of a model with round parameters, not measurements on that liquid.

A working source also departs from the model if evaporation cools the liquid surface below the thermometer reading. Suppose the 290 K point is correct but the surface is at 309 K when the thermometer reads 310 K. The pressure is then 4.4 % below its value at 310 K, and the two-point slope drops from 0.371 to 0.353 eV. This shift is larger than those found above for heat capacities, liquid volume and gas imperfection.

Carrier gas has two separate effects. At 760 Torr it presses on the liquid and raises $\mu_L$ by $v_LP_c$, where $P_c$ is the carrier pressure. By (2), each $p_i$ is multiplied by $\exp[n_iv_LP_c/(k_BT)]$, an increase of 0.15 % for monomers and 0.31 % for dimers. This assumes that the carrier neither dissolves nor interacts with the vapour.

The second effect is one of measurement. If the gauge reads $P+P_c$ with $P_c$ held fixed, its logarithmic slope is $\overline{\Delta H}\,P/(P+P_c)$. For 45 Torr of precursor in 760 Torr of carrier this is only 0.021 eV. The carrier pressure must therefore be subtracted before (1) is applied.

Equation (1) also need not hold if the vapour is not saturated, if the liquid's composition changes during the measurement, or if the dimers have no time to equilibrate. Where it holds, the slope alone gives one combination of $\Delta H_1$, $\Delta H_2$ and $x_2$. To separate them one needs further information, such as the vapour density, which gives $\bar n$, or the latent heat, which gives $\bar n$ through (6). At one temperature this fixes $x_2=\bar n-1$ but not the two enthalpies. If $\bar n$ and $P$ are known over a range of temperatures, then $p_1=(2-\bar n)P$ and $p_2=(\bar n-1)P$ are known too, and their slopes give $\Delta H_1$ and $\Delta H_2$ by (3). The main values for the example are in the numerical output.

## Numbers as computed

```
WORKED EXAMPLE (model liquid, round parameters)
reference temperature: 300 K
monomer pressure: 10.0 Torr
dimer pressure: 35.0 Torr
total pressure: 45.0 Torr
monomer formation enthalpy dH1: 0.480 eV
dimer dissociation enthalpy D: 0.620 eV
dimer formation enthalpy dH2: 0.340 eV
mole fractions x1, x2: 0.2222, 0.7778
formula units per vapour particle: 1.7778
mean enthalpy = slope at 300 K: 0.3711 eV
  the same: 35.81 kJ/mol of vapour particles
latent heat per formula unit: 0.2088 eV
  the same: 20.14 kJ/mol of formula units
slope of formula-unit supply: 0.3575 eV
290 K: p1 5.272, p2 22.239, P 27.510 Torr, x2 0.8084, mean dH 0.3668 eV
300 K: p1 10.000, p2 35.000, P 45.000 Torr, x2 0.7778, mean dH 0.3711 eV
310 K: p1 18.202, p2 53.496, P 71.698 Torr, x2 0.7461, mean dH 0.3755 eV
two-point slope, 290 to 310 K: 0.3710 eV
change of slope by mixing: 0.437 meV/K
NEGLECTED EFFECTS (rough inputs)
heat-capacity differences: -6 k, -11 k per monomer, dimer
change of slope by heat capacities: -0.852 meV/K
mean dH at 310 K with them: 0.3672 eV
P at 310 K with them: 71.328 Torr
two-point slope with them: 0.3713 eV
liquid volume per formula unit: 63 angstrom^3
liquid volume / vapour volume: 0.0162 %
remaining gas coefficient B: -1000 angstrom^3
gas imperfection Z - 1: -0.145 %
carrier pressure on the liquid: 760 Torr
rise of p1, p2 by carrier: 0.154 %, 0.309 %
unnoticed cooling at the 310 K point: 1.0 K
pressure loss by cooling: 4.44 %
two-point slope with cooling: 0.3534 eV
```
